# Landau-level selection rules for light in graphene and parabolic bands

## Problem

Electrons of charge $-e$ move in a plane, in a uniform field $\mathbf B=B\hat{\mathbf z}$ with $B>0$. Light falls at normal incidence. Its electric field is uniform over an electron orbit, and it is treated to first order. Spin splitting, disorder and electron–electron interaction are left out.

Near one corner $K$ of the Brillouin zone, an electron in graphene obeys

$$H_K=v\,(\sigma_x\pi_x+\sigma_y\pi_y),\qquad \boldsymbol\pi=\mathbf p+e\mathbf A ,$$

where the Pauli matrices act on the amplitudes on the sublattices $(A,B)$, $v$ is a constant speed and $\nabla\times\mathbf A=\mathbf B$.

1. Find the Landau levels and their states.
2. Find which levels circularly polarised light connects, for each sense of rotation, and the absorption energies. Include the other valley $K'$, where $H_{K'}=v(-\sigma_x\pi_x+\sigma_y\pi_y)$.
3. Real graphene is a lattice and its cones are not perfectly linear. Estimate the leading strength of a transition that the linear model forbids.
4. Answer question 2 for two parabolic bands with masses $m_c$ and $m_v$, a direct gap $E_g$ and a non-zero momentum matrix element at the band edge.
5. Add a term $\Delta\sigma_z$, with $\Delta>0$, to $H_K$. Use it to explain how the rules of questions 2 and 4 are related.
6. Compare the first three interband lines of both systems at 10 T and 40 T. Take $v=1.0\times10^6$ m/s for graphene, and $E_g=1$ eV, $m_c=0.10\,m_0$, $m_v=0.40\,m_0$ for a model pair of parabolic bands ($m_0$ is the free-electron mass).

## Solution

### 1. Levels of graphene

The two components of $\boldsymbol\pi$ do not commute:

$$[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .$$

Define the magnetic length $\ell=\sqrt{\hbar/(eB)}$ and $\pi_\pm=\pi_x\pm i\pi_y$, and set

$$a=\frac{\ell}{\sqrt2\,\hbar}\,\pi_- ,\qquad a^\dagger=\frac{\ell}{\sqrt2\,\hbar}\,\pi_+ .$$

Since $[\pi_-,\pi_+]=2i[\pi_x,\pi_y]=2\hbar eB$,

$$[a,a^\dagger]=\frac{\ell^2}{2\hbar^2}\,2\hbar eB=1 .$$

These are oscillator operators, with states $|m\rangle$, $m=0,1,2,\dots$, for which $a|m\rangle=\sqrt m\,|m-1\rangle$ and $a^\dagger|m\rangle=\sqrt{m+1}\,|m+1\rangle$.

Each $|m\rangle$ is highly degenerate. The guiding-centre coordinate $X=x-\pi_y/(eB)$ commutes with both components of $\boldsymbol\pi$:

$$[X,\pi_x]=i\hbar-\frac{i\hbar eB}{eB}=0,\qquad [X,\pi_y]=0 .$$

Operators built from $\boldsymbol\pi$ and constant matrices therefore conserve $X$, and this label will be suppressed.

The off-diagonal elements of $H_K$ are $v\pi_-$ (upper right) and $v\pi_+$ (lower left), so

$$H_K=\varepsilon\begin{pmatrix}0&a\\a^\dagger&0\end{pmatrix},\qquad \varepsilon=\frac{\sqrt2\,\hbar v}{\ell}=v\sqrt{2e\hbar B}.$$

For a spinor $(u,w)$ the eigenvalue equations are $Eu=\varepsilon aw$ and $Ew=\varepsilon a^\dagger u$. Multiplying the second by $E$ and inserting the first gives $E^2w=\varepsilon^2a^\dagger a\,w$. If $E\neq0$, then $w\propto|m\rangle$ with $m\ge1$, $E=\pm\varepsilon\sqrt m$, and $u=\varepsilon aw/E\propto\pm|m-1\rangle$.

If $E=0$, we need $aw=0$ and $a^\dagger u=0$. The first gives $w=|0\rangle$. The second gives $u=0$, because $\|a^\dagger u\|^2=\|au\|^2+\|u\|^2$.

With an integer $n$ of either sign and $s_n=\mathrm{sgn}(n)$, where $s_0=0$, all cases read

$$E_n=s_n\,\varepsilon\sqrt{|n|},\qquad |\psi_n\rangle=C_n\begin{pmatrix}s_n\,\big||n|-1\big\rangle\\ \big||n|\big\rangle\end{pmatrix},$$

with $C_0=1$ and $C_n=1/\sqrt2$ otherwise. The upper component is absent for $n=0$. The label $|n|$ thus belongs to a spinor whose two envelopes have different oscillator indices.

### 2. Absorption in graphene

Describe the light by the vector potential $\mathbf A_L=A_0(\cos\omega t,\ \eta\sin\omega t)$. For $\eta=+1$ it rotates counterclockwise about $+z$, for $\eta=-1$ clockwise. Replacing $\boldsymbol\pi$ by $\boldsymbol\pi+e\mathbf A_L$ adds

$$H'=evA_0(\sigma_x\cos\omega t+\eta\,\sigma_y\sin\omega t).$$

With $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$ we have $\sigma_x=\sigma_++\sigma_-$ and $\sigma_y=-i(\sigma_+-\sigma_-)$. The factor of $\sigma_+$ is then $\cos\omega t-i\eta\sin\omega t$, and

$$H'=evA_0\left(\sigma_+e^{-i\eta\omega t}+\sigma_-e^{+i\eta\omega t}\right).$$

In first-order perturbation theory the part varying as $e^{-i\omega t}$ raises the electron's energy by $\hbar\omega$. Absorption therefore uses $\sigma_+$ for $\eta=+1$ and $\sigma_-$ for $\eta=-1$.

The matrix $\sigma_+$ moves the lower component into the upper place and leaves its envelope unchanged; $\sigma_-$ does the reverse:

$$\langle\psi_{n'}|\sigma_+|\psi_n\rangle=C_{n'}C_n\,s_{n'}\,\delta_{|n'|-1,\,|n|},\qquad
\langle\psi_{n'}|\sigma_-|\psi_n\rangle=C_{n'}C_n\,s_n\,\delta_{|n'|,\,|n|-1}.$$

Hence

$$|n'|=|n|+1\ \ (\eta=+1),\qquad |n'|=|n|-1\ \ (\eta=-1).$$

Linearly polarised light is a sum of both rotations and drives both changes. The squared element is $1/4$ when neither level is $n=0$, and $1/2$ when one of them is.

Energy must also increase. For $k\ge0$ the interband transitions are $-k\to k+1$ with $\eta=+1$ and $-(k+1)\to k$ with $\eta=-1$. Both have

$$\hbar\omega_k^{\rm inter}=\varepsilon\left(\sqrt{k+1}+\sqrt k\right).$$

For $k=0$ this formula covers the transitions that begin or end on the zero level. For $k\ge1$ there are also intraband transitions, $k\to k+1$ with $\eta=+1$ and $-(k+1)\to-k$ with $\eta=-1$, at

$$\hbar\omega_k^{\rm intra}=\varepsilon\left(\sqrt{k+1}-\sqrt k\right).$$

Every line is a number times $\varepsilon$, so each line of fixed $k$ grows as $\sqrt B$ and extrapolates to zero energy at $B=0$. At a fixed carrier density the index of the highest filled level varies roughly as $1/B$. The open intraband line, about $\varepsilon/(2\sqrt k)$ for large $k$, then grows nearly linearly in $B$, and the lowest open interband line, about $2\varepsilon\sqrt k$, stays nearly constant.

A line appears only if its initial level holds electrons and its final level has room. Suppose that all levels up to and including $n=0$ are full and the rest are empty. Then $0\to1$ is open, $-1\to0$ is blocked, and the line at $\varepsilon$ is absorbed for $\eta=+1$ alone.

**The other valley.** In the order $(A,B)$ the lower-left element of $H_{K'}$ is $v(-\pi_x+i\pi_y)=-v\pi_-$. Exchanging the sublattice order puts it in the upper right, so $H_{K'}=-v\,\boldsymbol\sigma\cdot\boldsymbol\pi$. The eigenstates are those found above with opposite energies, which amounts to $n\to-n$ and leaves $|n|$ alone. The light term changes only its overall sign. The rule, the sense of rotation and the line energies are therefore the same in both valleys.

### 3. Leading correction from the lattice

Take nearest-neighbour hopping with bond length $d$. The element between the sublattices is a sum over three bonds at angles $\varphi_j=\varphi_0+2\pi j/3$. At $K$ the terms carry phases $e^{-2\pi ij/3}$, up to a common factor. For a small wave vector $\mathbf k$ measured from $K$, and $k_\pm=k_x\pm ik_y$,

$$\mathbf k\cdot\boldsymbol\delta_j=\frac d2\left(k_-e^{i\varphi_j}+k_+e^{-i\varphi_j}\right).$$

Expand $e^{i\mathbf k\cdot\boldsymbol\delta_j}$ and sum over $j$. In first order only $k_-$ survives, with coefficient of size $3d/2$. In second order, $-\tfrac12(\mathbf k\cdot\boldsymbol\delta_j)^2$ leaves only $k_+^2$, with coefficient of size $3d^2/8$. The ratio of the two sizes is $d/4$. Its phase can be removed by a choice of axes and does not affect intensities. With $\hbar k_\pm\to\pi_\pm$, the upper-right element becomes

$$\varepsilon(a-\kappa a^{\dagger2}),\qquad \kappa=\frac d4\,\frac{\sqrt2}{\ell}=\frac{d}{2\sqrt2\,\ell}.$$

For $\eta=+1$ absorption is driven by the velocity $v_+=v_x+iv_y=(i/\hbar)[H,x+iy]$. From $[\pi_-,x+iy]=-2i\hbar$ and $[\pi_+,x+iy]=0$ it follows that $[a,x+iy]=-i\sqrt2\,\ell$ and $[a^\dagger,x+iy]=0$. The upper-right element of $v_+$ is then

$$\frac i\hbar\,\varepsilon\,(-i\sqrt2\,\ell)=2v ,$$

which is the earlier result $2v\sigma_+$. The lower-left element of $H$, $\varepsilon(a^\dagger-\kappa a^2)$, now contributes as well:

$$\frac i\hbar(-\kappa\varepsilon)\,2a\,(-i\sqrt2\,\ell)=-4v\kappa\,a .$$

This term allows $n=\pm2\to0$. It takes the upper envelope $|1\rangle$ to the lower envelope $|0\rangle$, with amplitude of size $4v\kappa/\sqrt2$. Only $-2\to0$ raises the energy, so it is the one absorbed for $\eta=+1$. The element between $+2$ and $0$ shows in absorption as $0\to2$ for $\eta=-1$, driven by $v_-=v_+^\dagger$ with the same size.

The correction also changes the states, but that does not alter this amplitude in first order. The element $2v\sigma_+$ needs an upper component in the final state, and the zero-energy state acquires none. To see this, note that the perturbation couples it to $n=\pm3$ with elements $-\kappa\varepsilon s_n$ and energy denominators $-s_n\sqrt3\,\varepsilon$. Both admixtures have the coefficient $\kappa/\sqrt3$, and the upper parts $\pm|2\rangle/\sqrt2$ cancel.

An ordinary allowed transition has strength $(2v)^2/4=v^2$ per valley, so

$$\frac{\text{strength}(\pm2\to0)}{\text{ordinary allowed strength}}=\frac{8v^2\kappa^2}{v^2}=\frac{d^2}{\ell^2}\propto B .$$

This was compared with a honeycomb lattice in a magnetic field, solved without the linear approximation. If one flux quantum passes through $q$ cells, each of area $3\sqrt3\,d^2/2$, then $2\pi\ell^2=3\sqrt3\,d^2q/2$ and

$$\frac{d^2}{\ell^2}=\frac{4\pi}{3\sqrt3\,q}.$$

This is 0.0161 for $q=150$ and 0.0040 for $q=600$. The largest forbidden strengths found among the levels $|n|\le2$ are 0.01619 and 0.00403 of an ordinary allowed one. The rule $|n'|=|n|\pm1$ is thus broken by the threefold $k_+^2$ term, and for the lowest levels it is good when $\ell\gg d$. The elements of $a^{\dagger2}$ grow with $|n|$ while the level spacing shrinks, so higher levels need a smaller $d/\ell$.

With $d=0.142$ nm the ratio $d^2/\ell^2$ is $3.1\times10^{-4}$ at 10 T and $1.2\times10^{-3}$ at 40 T. The prefactor 1 belongs to nearest-neighbour hopping $t$ alone. A third-neighbour hopping $t_3=\tau t$ runs along $-2\boldsymbol\delta_j$ with the same phases at $K$, so it multiplies the first-order coefficient by $1-2\tau$ and the second-order one by $1+4\tau$. The strength ratio is then multiplied by $[(1+4\tau)/(1-2\tau)]^2$, which is 1.8 for $\tau=0.05$ and 3.1 for $\tau=0.1$. For real graphene $d^2/\ell^2$ gives the order of magnitude and the growth with $B$, not the prefactor.

The same calculation tests the rest of question 2. At $q=600$ the level energies agree with $E_n$ within $0.0043\,\varepsilon$, and the allowed strengths for $\eta=+1$, summed over both valleys, agree within 1.2 per cent. A fourfold field multiplies $E_1$ by 1.991, where the linear cone gives 2.

Light that varies in space loosens the rule in another way. Because $x=X+\pi_y/(eB)$, a factor $e^{iQx}$ contains $a$ and $a^\dagger$ multiplied by $Q\ell$. For an envelope $|m\rangle$ the weight moved to other indices is $Q^2\ell^2(2m+1)/2$ in leading order, so uniform light means $Q\ell\sqrt{2m+1}\ll1$.

### 4. Parabolic bands

Measure energy from the valence edge. The slowly varying envelopes obey

$$H_c=E_g+\frac{\pi^2}{2m_c},\qquad H_v=-\frac{\pi^2}{2m_v}.$$

From $\pi_+\pi_-=\pi^2-i[\pi_x,\pi_y]=\pi^2-\hbar eB$ and $\pi_+\pi_-=2\hbar eB\,a^\dagger a$,

$$\pi^2=2\hbar eB\left(a^\dagger a+\tfrac12\right).$$

The levels are therefore

$$E_{c,N}=E_g+\hbar\omega_c\left(N+\tfrac12\right),\qquad E_{v,N}=-\hbar\omega_v\left(N+\tfrac12\right),$$

with $\omega_c=eB/m_c$ and $\omega_v=eB/m_v$. The operator $a$ contains $\ell$ but no mass, so both bands have the same envelopes $F_N$, whatever the size of their masses. This relies on two single bands whose masses do not depend on direction in the plane. If the ratio $m_y/m_x$ differs between the bands, the envelopes differ and $N$ can change by two: for an isotropic conduction band and a valence band with $m_y/m_x=4$, the squared overlap of $N=0$ with $N'=2$ is 0.05. Degenerate valence bands lie outside this model.

**Interband light.** The full wave functions are $u_cF_{N'}$ and $u_vF_N$, where $u_c$ and $u_v$ are the lattice-periodic functions at the band edges. The light acts through $(e/m_0)\mathbf A_L\cdot\boldsymbol\pi$, and

$$\boldsymbol\pi(u_vF_N)=(\mathbf p\,u_v)F_N+u_v(\boldsymbol\pi F_N).$$

The envelopes hardly change across one unit cell, so the products of periodic functions may be replaced by their cell averages. The average of $u_c^*u_v$ vanishes by orthogonality, which removes the second term. The average of $u_c^*\mathbf p\,u_v$ is a constant vector $\mathbf p_{cv}$. What is left is

$$\langle c,N'|\boldsymbol\pi|v,N\rangle=\mathbf p_{cv}\langle F_{N'}|F_N\rangle=\mathbf p_{cv}\,\delta_{N'N}.$$

The oscillator index is conserved, and the lines lie at

$$\hbar\omega_N=E_g+\hbar eB\left(\frac1{m_c}+\frac1{m_v}\right)\left(N+\frac12\right).$$

They are equally spaced, linear in $B$, and extrapolate to $E_g$. At normal incidence only the in-plane part of $\mathbf p_{cv}$ couples to the light. The absorbing part of $\mathbf A_L\cdot\mathbf p_{cv}$ is $\tfrac12A_0(p_{cv,x}+i\eta\,p_{cv,y})$, so both rotations obey the same rule for $N$, with strengths proportional to $|p_{cv,x}+i\eta\,p_{cv,y}|^2$. These are equal for $\mathbf p_{cv}$ along $x$, and one of them vanishes for $\mathbf p_{cv}\propto(1,\pm i,0)$. The result needs this in-plane part to be non-zero. If symmetry makes it vanish, the next term of the interband element in powers of $\boldsymbol\pi$ is linear, hence linear in $a$ and $a^\dagger$; where that term is non-zero, $N$ changes by one.

The equality of the envelopes was tested with two square-lattice bands of different shape and a mass ratio of four. With one flux quantum through 800 cells and $N\le3$, the squared overlaps differ from $\delta_{N'N}$ by at most $3.3\times10^{-6}$, and the shifts of the lines agree with the linear law within 0.5 per cent.

**Intraband light.** Inside the conduction band the coupling is

$$\frac{e}{m_c}\mathbf A_L\cdot\boldsymbol\pi=\frac{eA_0}{2m_c}\left(\pi_+e^{-i\eta\omega t}+\pi_-e^{i\eta\omega t}\right).$$

For $\eta=+1$ the absorbing part contains $a^\dagger$ and takes $N$ to $N+1$, at the energy $\hbar\omega_c$. This is cyclotron resonance. The contrast with graphene therefore concerns interband lines: parabolic bands too have a rule of change by one, but it holds within a band.

### 5. How the two rules are related

With the extra term,

$$H_\Delta=\begin{pmatrix}\Delta&\varepsilon a\\ \varepsilon a^\dagger&-\Delta\end{pmatrix}.$$

For $n\ge1$ it acts within the pair of states with $|n-1\rangle$ in the upper place and $|n\rangle$ in the lower, as the matrix

$$\begin{pmatrix}\Delta&\varepsilon\sqrt n\\ \varepsilon\sqrt n&-\Delta\end{pmatrix},\qquad E=\pm R_n,\quad R_n=\sqrt{\Delta^2+\varepsilon^2n}.$$

Define $\theta_n$ by $\tan\theta_n=\varepsilon\sqrt n/\Delta$. The eigenvectors are

$$c_n=\begin{pmatrix}\cos\frac{\theta_n}2\\ \sin\frac{\theta_n}2\end{pmatrix},\qquad
v_n=\begin{pmatrix}-\sin\frac{\theta_n}2\\ \cos\frac{\theta_n}2\end{pmatrix}.$$

The unpaired state, with $|0\rangle$ in the lower place, has energy $-\Delta$. It is $v_0$, with $\theta_0=0$.

The larger component of $c_n$ is the upper one, with oscillator index $N_c=n-1$. The larger component of $v_n$ is the lower one, with $N_v=n$. In a wide-gap system these are the indices of the parabolic bands. Now let $N$ be the label of the initial state in the first line below:

- $v_N\to c_{N+1}$ uses $\sigma_+$ and has amplitude $\cos\frac{\theta_N}2\cos\frac{\theta_{N+1}}2$. The dominant index goes from $N$ to $N$.
- $v_{N+1}\to c_N$ uses $\sigma_-$ and has amplitude $-\sin\frac{\theta_N}2\sin\frac{\theta_{N+1}}2$. The dominant index goes from $N+1$ to $N-1$. This transition needs $N\ge1$.

Both have the energy $R_N+R_{N+1}$. The ratio of the second intensity to the first is

$$r_N=\tan^2\frac{\theta_N}2\,\tan^2\frac{\theta_{N+1}}2 .$$

For $\Delta\to0$ every $\theta_n$ with $n\ge1$ tends to $\pi/2$ and $r_N\to1$. These are the two equally strong transitions of graphene. For $\Delta\gg\varepsilon\sqrt{N+1}$ we have $\tan(\theta_n/2)\approx\varepsilon\sqrt n/(2\Delta)$, so

$$r_N\approx\frac{\varepsilon^4N(N+1)}{16\,\Delta^4},$$

and only the transition that conserves $N$ keeps appreciable strength. For $N=1$, diagonalization gives $r_1=0.97$, 0.19, 0.0056 and 0.00019 at $\Delta/\varepsilon=0.01$, 0.5, 2 and 5.

The energies pass over in the same way. For a large gap $R_n\approx\Delta+\varepsilon^2n/(2\Delta)$. With $\hbar\Omega=\varepsilon^2/(2\Delta)=\hbar eBv^2/\Delta$,

$$R_N+R_{N+1}\approx2\Delta+\hbar\Omega(2N+1)=2\Delta+2\hbar\Omega\left(N+\tfrac12\right).$$

This is the parabolic formula for the lines, with $E_g=2\Delta$ and $m_c=m_v=\Delta/v^2$. The separate levels, $\Delta+\hbar\Omega(N_c+1)$ and $-\Delta-\hbar\Omega N_v$, each lie $\hbar\Omega/2$ above the parabolic ones, and this common shift cancels in the line energy. At $\Delta/\varepsilon=5$ and $N=1$ it gives a shift of $0.300\,\varepsilon$ above the gap, against $0.295\,\varepsilon$ from the square roots.

In both systems the interband light operator leaves the oscillator envelope untouched. Graphene's rule of change by one comes from what $|n|$ labels: a spinor with envelopes $|n|-1$ and $|n|$ in equal weight. A gap with $\Delta\gg\varepsilon\sqrt{N+1}$ makes one envelope dominant in each band, and the index of that envelope is conserved. Higher levels at the same gap return towards graphene's pair of transitions: at $\Delta/\varepsilon=2$, $r_N$ is 0.10 for $N=10$ and 0.45 for $N=100$.

For the same staggered term, the $K'$ Hamiltonian in the exchanged order is $-H_\Delta$. Conduction and valence states trade places, and the strong transition there is $c_{N+1}\to v_N$, driven by $\sigma_-$. The strong lines of the two valleys therefore absorb opposite rotations.

### 6. Lines at 10 T and 40 T

At 10 T the magnetic length is 8.11 nm and

$$\varepsilon=v\sqrt{2e\hbar B}=114.7\ \text{meV}.$$

The first three interband lines of graphene are $\varepsilon$, $(1+\sqrt2)\varepsilon$ and $(\sqrt2+\sqrt3)\varepsilon$. The intraband line $1\to2$ lies at $(\sqrt2-1)\varepsilon=47.5$ meV.

For the parabolic pair at 10 T, $\hbar\omega_c=11.58$ meV and $\hbar\omega_v=2.89$ meV. Their sum, 14.47 meV, is the line spacing, and the first line lies half of it above the gap, at $1000+7.24=1007.2$ meV. All energies in the table are in meV.

| Line | 10 T | 40 T |
|---|---|---|
| graphene $0\to1$ | 114.7 | 229.5 |
| graphene $-1\to2$ | 277.0 | 554.0 |
| graphene $-2\to3$ | 361.0 | 722.0 |
| parabolic $N=0$ | 1007.2 | 1028.9 |
| parabolic $N=1$ | 1021.7 | 1086.8 |
| parabolic $N=2$ | 1036.2 | 1144.7 |

The fourfold field doubles each graphene energy. In the parabolic model it multiplies the shift above the gap by four, from 7.24 to 28.94 meV for $N=0$, while the gap stays fixed. The spacings differ as well: at 10 T the graphene lines are 162 and then 84 meV apart, whereas the parabolic lines keep the single spacing of 14.5 meV. The values follow from the chosen parameters; the $\sqrt B$ and linear laws follow from the two models, and the last digits of the table hold only within them. At 40 T a nearest-neighbour honeycomb lattice with $d=0.142$ nm and the same $v$ puts the graphene lines at 229.4, 553.6 and 721.1 meV, and a second-neighbour hopping of one tenth of $t$ splits the two rotations by 1.7 meV for the first line and 3.4 meV for the next two. A non-zero $\mathbf p_{cv}$ also makes the band pair non-parabolic, as the square roots of section 5 show. In two-band models with the same gap and edge masses, where the coupling supplies between 0.5 and 10 of $m_0/m$, the $N=2$ line lies 1 to 7 meV below the table at 40 T and up to 0.5 meV below it at 10 T, and the spacing shrinks with $N$. The numerical output lists the energies and the lattice comparisons.

## Computed results

```
Dirac speed v = 1.00e+06 m/s
parabolic model: Eg = 1000.0 meV, mc = 0.10 m0, mv = 0.40 m0
B = 10 T: magnetic length = 8.113 nm
  graphene eps = 114.74 meV
  graphene line -0 -> 1: 114.74 meV
  graphene line -1 -> 2: 277.00 meV
  graphene line -2 -> 3: 360.99 meV
  graphene intraband 1 -> 2: 47.53 meV
  cyclotron energies: conduction 11.577, valence 2.894 meV
  parabolic line N = 0: 1007.24 meV, shift 7.24 meV
  parabolic line N = 1: 1021.71 meV, shift 21.71 meV
  parabolic line N = 2: 1036.18 meV, shift 36.18 meV
B = 40 T: magnetic length = 4.057 nm
  graphene eps = 229.47 meV
  graphene line -0 -> 1: 229.47 meV
  graphene line -1 -> 2: 553.99 meV
  graphene line -2 -> 3: 721.98 meV
  graphene intraband 1 -> 2: 95.05 meV
  cyclotron energies: conduction 46.307, valence 11.577 meV
  parabolic line N = 0: 1028.94 meV, shift 28.94 meV
  parabolic line N = 1: 1086.83 meV, shift 86.83 meV
  parabolic line N = 2: 1144.71 meV, shift 144.71 meV
honeycomb lattice, levels |n| <= 2, q = cells per flux quantum
  q = 150: E_1 = 0.26771 t, largest energy error = 0.01736 eps
    largest relative error of allowed strengths = 0.04706
    largest forbidden / ordinary allowed strength = 0.01619
  q = 600: E_1 = 0.13447 t, largest energy error = 0.00429 eps
    largest relative error of allowed strengths = 0.01175
    largest forbidden / ordinary allowed strength = 0.00403
  E_1 ratio for fourfold field = 1.9908
  forbidden-strength ratio for fourfold field = 4.012
square-lattice parabolic bands, N = 0 to 3, q = 800
  largest deviation of squared overlaps from identity = 3.3e-06
  largest relative error of linear line shifts = 0.00455
  largest relative error of cyclotron strengths = 0.01173
  N = 0 shift ratio for twofold field = 1.9974
gapped Dirac cone, N = 1: strong 1 -> 2, weak 2 -> 1 (squared elements)
  Delta/eps = 0.01: strong 0.25429, weak 2.458e-01, ratio 9.664e-01
  Delta/eps = 0.50: strong 0.48240, weak 9.213e-02, ratio 1.910e-01
  Delta/eps = 2.00: strong 0.86031, weak 4.843e-03, ratio 5.630e-03
  Delta/eps = 5.00: strong 0.97160, weak 1.833e-04, ratio 1.886e-04
  Delta/eps = 5: shift above gap, exact = 0.29517 eps
    parabolic limit of this shift = 0.30000 eps
```
